# Why bias-temperature recovery is logarithmic: flat density of logarithmic lifetimes: a numerical check

```python
"""Logarithmic recovery of a threshold shift after bias-temperature stress.

Result under test: filled traps empty independently at rate 1/tau. If the
threshold shift they carry has a flat density G in u = ln(tau) between
ln(tau_min) and ln(tau_max), then
    V(t) = G [E1(t/tau_max) - E1(t/tau_min)]
         ~ G [ln(tau_max/t) - gamma]   for tau_min << t << tau_max.
For any density g(u) the slope -dV/dln(t) is g blurred by the kernel
K(x) = exp(x - exp(x)), x = ln(t) - u.
V: threshold shift (mV), t: time since end of stress (s), E1: exponential
integral, gamma: Euler's constant. Device values are rough typical ones for
a silicon p-channel transistor with a thin SiO2-like gate oxide.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid, cumulative_trapezoid
from scipy.linalg import expm, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import exp1, gamma as gamma_function

rng = np.random.default_rng(12345)
LN10 = np.log(10.0)
EULER = np.euler_gamma
q = const.e

# ---------------- inputs (rough typical values) ----------------
oxide_nm = 2.0
relative_permittivity = 3.9
traps_per_cm2 = 5e11
tau_min, tau_max = 1e-7, 1e5
t_first, t_last = 1e-5, 1e3
temperature, temperature_use = 398.0, 300.0
attempt_time = 1e-13
depth_nm = 0.5
field_stress, field_recovery, field_breakdown = 8.0, 2.0, 10.0   # MV/cm
gauss_sigma_eV = 0.30
tunnel_mass, tunnel_barrier_eV = 0.4, 4.5
area_large_cm2 = 10e-4 * 1e-4
area_small_cm2 = 0.1e-4 * 0.05e-4

# ---------------- derived quantities ----------------
eps_ox = relative_permittivity * const.epsilon_0
cap = eps_ox / (oxide_nm * 1e-9)                    # F/m^2
V0 = 1e3 * q * traps_per_cm2 * 1e4 / cap            # mV
u_min, u_max = np.log(tau_min), np.log(tau_max)
decades = (u_max - u_min) / LN10
G = V0 / (u_max - u_min)                            # mV per unit ln(tau)
kT = const.k * temperature / q                      # eV
kT_use = const.k * temperature_use / q


def flat(u):
    return G


def recovery(t, density=flat, lo=u_min, hi=u_max):
    """Shift at time t, straight from the superposition of decays."""
    return quad(lambda u: density(u) * np.exp(-t * np.exp(-u)), lo, hi,
                points=[np.log(t)], limit=300, epsabs=1e-11, epsrel=1e-10)[0]


def blurred(t, density=flat, lo=u_min, hi=u_max):
    """Density blurred by the kernel K, centred on ln(t)."""
    def integrand(u):
        s = t * np.exp(-u)
        return density(u) * s * np.exp(-s)
    return quad(integrand, lo, hi, points=[np.log(t)], limit=300,
                epsabs=1e-11, epsrel=1e-10)[0]


def slope(t, density=flat, lo=u_min, hi=u_max, h=0.02):
    """-dV/dln(t) by central difference of the superposition."""
    return (recovery(t * np.exp(-h), density, lo, hi)
            - recovery(t * np.exp(h), density, lo, hi)) / (2 * h)


# ---------------- closed form, logarithm and its error ----------------
for t in np.logspace(-8, 6, 15):
    closed = G * (exp1(t / tau_max) - exp1(t / tau_min))
    assert abs(recovery(t) - closed) < 1e-6 * V0
times = np.logspace(np.log10(t_first), np.log10(t_last), 5)
curve = np.array([recovery(t) for t in times])
log_law = G * (np.log(tau_max / times) - EULER)
error = curve - log_law
assert np.all(error > -1e-6) and np.all(error < G * times / tau_max + 1e-6)

# ---------------- how many decades keep the slope within 5 % ----------------
u_low = brentq(lambda u: slope(np.exp(u)) - 0.95 * G, u_min - 1, u_min + 5)
u_high = brentq(lambda u: slope(np.exp(u)) - 0.95 * G, u_max - 6, u_max + 1)
straight_decades = (u_high - u_low) / LN10
edge_loss = np.log10(np.log(20.0) / -np.log(0.95))
assert abs(straight_decades - (decades - edge_loss)) < 2e-3

# ---------------- the kernel: area, mean, variance, transform ----------------
x = np.linspace(-40.0, 6.0, 200001)
kernel = np.exp(x - np.exp(x))
area = trapezoid(kernel, x)
mean = trapezoid(kernel * x, x)
variance = trapezoid(kernel * (x - mean) ** 2, x)
assert abs(area - 1) < 1e-6 and abs(mean + EULER) < 1e-6
assert abs(variance - np.pi ** 2 / 6) < 1e-6
omega = 2 * np.pi / LN10
transform = trapezoid(kernel * np.exp(1j * omega * x), x)
assert abs(transform - gamma_function(1 + 1j * omega)) < 1e-6
above_half = x[kernel >= 0.5 * kernel.max()]
kernel_width = (above_half[-1] - above_half[0]) / LN10

# ---------------- one lifetime per decade: remaining ripple ----------------
lattice = 10.0 ** (np.log10(tau_min) + 0.5 + np.arange(int(round(decades))))
t_mid = np.logspace(-2, 0, 401)
scaled = t_mid[:, None] / lattice
lattice_curve = G * LN10 * np.exp(-scaled).sum(axis=1)
residual = lattice_curve - np.array([recovery(t) for t in t_mid])
ripple_mV = 0.5 * (residual.max() - residual.min())
lattice_slope = LN10 * (scaled * np.exp(-scaled)).sum(axis=1)
ripple_slope = 0.5 * (lattice_slope.max() - lattice_slope.min())
predicted = 2 * abs(gamma_function(1 + 1j * omega))
assert abs(ripple_slope / predicted - 1) < 0.03    # higher harmonics ~ 2 %
assert abs(ripple_mV / (G * predicted / omega) - 1) < 0.02

# ---------------- broad but tilted density: a power law ----------------
tilt = 1.0 / decades                                # tenfold over the range


def tilted(u):
    return np.exp(tilt * u)


for t in (1e-3, 1e-1, 1e1):
    power_law = gamma_function(1 - tilt) * t ** tilt
    assert abs(slope(t, tilted) / power_law - 1) < 1e-3
tilt_ratio = slope(t_last, tilted) / slope(t_first, tilted)

# ---------------- thermal barriers: slope = kT D ln(10) ----------------
E_low = kT * np.log(tau_min / attempt_time)
E_high = kT * np.log(tau_max / attempt_time)
barriers = rng.uniform(E_low, E_high, 400000)


def sampled_slope(thermal_energy):
    """Shift lost per decade, from random barriers and emission times."""
    life = attempt_time * np.exp(barriers / thermal_energy)
    emission = life * rng.exponential(size=barriers.size)
    return V0 * np.mean((emission > 1e-3) & (emission < 1e1)) / 4


slope_hot = kT * V0 / (E_high - E_low) * LN10
slope_use = kT_use * V0 / (E_high - E_low) * LN10
mc_hot, mc_use = sampled_slope(kT), sampled_slope(kT_use)
assert abs(mc_hot / slope_hot - 1) < 0.015          # > 5 standard errors
assert abs(mc_use / slope_use - 1) < 0.015
assert abs((recovery(1e-3) - recovery(1e1)) / 4 / slope_hot - 1) < 1e-3

# ---------------- Gaussian barrier density instead of a flat one -------------
u_centre = 0.5 * (u_min + u_max)
u_sigma = gauss_sigma_eV / kT


def gaussian(u):
    z = (u - u_centre) / u_sigma
    return V0 * np.exp(-0.5 * z * z) / (u_sigma * np.sqrt(2 * np.pi))


g_lo, g_hi = u_centre - 8 * u_sigma, u_centre + 8 * u_sigma
t_centre = np.sqrt(t_first * t_last)
gauss_slopes = []
for t in (t_first, t_centre, t_last):
    direct = slope(t, gaussian, g_lo, g_hi)
    assert abs(direct / blurred(t, gaussian, g_lo, g_hi) - 1) < 1e-4
    # local reading of the density; the blur itself changes it by ~ 1 %
    assert abs(direct / gaussian(np.log(t) + EULER) - 1) < 0.03
    gauss_slopes.append(direct * LN10)

# ---------------- rival: identical traps with feedback on the barrier --------


def time_to_fraction(n, rise):
    """Time (in initial lifetimes) to fall to filled fraction n; the barrier
    grows by rise*(1-n) in units of kT."""
    return quad(lambda m: np.exp(rise * (1 - m)) / m, n, 1.0, limit=200)[0]


def width_90_10(rise):
    return np.log10(time_to_fraction(0.1, rise) / time_to_fraction(0.9, rise))


feedback_field = q * traps_per_cm2 * 1e4 / eps_ox / 1e8       # MV/cm
feedback_eV = feedback_field * 1e8 * depth_nm * 1e-9
rise = feedback_eV / kT
flow = solve_ivp(lambda t, n: -n * np.exp(-rise * (1 - n)),
                 (0, time_to_fraction(0.1, rise)), [1.0],
                 rtol=1e-9, atol=1e-11)
assert abs(flow.y[0, -1] - 0.1) < 1e-6
width_single = width_90_10(0.0)
assert abs(width_single - np.log10(LN10 / -np.log(0.9))) < 1e-8
width_feedback = width_90_10(rise)
u90 = brentq(lambda u: recovery(np.exp(u)) - 0.9 * V0, u_min, u_max)
u10 = brentq(lambda u: recovery(np.exp(u)) - 0.1 * V0, u_min, u_max)
width_flat = (u10 - u90) / LN10
assert width_feedback < 2.0 < width_flat
rise_needed = brentq(lambda c: width_90_10(c) - width_flat, 1.0, 80.0)

# ---------------- recapture at the recovery bias ----------------
level_window = (field_stress - field_recovery) * 1e8 * depth_nm * 1e-9   # eV
w = level_window / kT
refilled = (np.log(2.0) - np.log1p(np.exp(-w))) / w
nodes, weights = np.polynomial.legendre.leggauss(40)
level = 0.5 * w * (nodes + 1)                       # depth of level in kT
back = np.exp(-level)                               # capture/emission ratio
stay = back / (1 + back)                            # final filled fraction
rates = np.array([[-1.0, back[5]], [1.0, -back[5]]])
filled = (expm(0.7 * rates) @ np.array([1.0, 0.0]))[0]
assert abs(filled - stay[5]
           - (1 - stay[5]) * np.exp(-0.7 * (1 + back[5]))) < 1e-10
drop = sum(0.5 * wt * (1 - s) * (recovery(0.1 * (1 + b)) - recovery(1 + b))
           for wt, s, b in zip(weights, stay, back))
assert abs(drop / (G * LN10 * (1 - refilled)) - 1) < 1e-3

# ---------------- charge centroid inside the oxide ----------------
z = np.linspace(0, oxide_nm, 20001)                 # from the silicon side
charge = np.where(z <= 2 * depth_nm, 1 / (2 * depth_nm), 0.0)
field = cumulative_trapezoid(charge, z, initial=0)
depth_factor = 1 - depth_nm / oxide_nm
assert abs(trapezoid(field, z) / oxide_nm - depth_factor) < 1e-3

# ---------------- counting noise, exponentially distributed steps ------------
n_large = traps_per_cm2 * area_large_cm2
n_small = traps_per_cm2 * area_small_cm2
noise_large = np.sqrt(2 * decades / n_large)
noise_small = np.sqrt(2 * decades / n_small)
devices = 40000
owner = np.repeat(np.arange(devices), rng.poisson(n_small, devices))
life = np.exp(rng.uniform(u_min, u_max, owner.size))
emission = life * rng.exponential(size=owner.size)
steps = rng.exponential(size=owner.size)
seen = (emission > 0.1) & (emission < 1.0)
drops = np.bincount(owner[seen], weights=steps[seen], minlength=devices)
assert abs(drops.std() / drops.mean() / noise_small - 1) < 0.03
step_small_mV = 1e3 * q / (cap * area_small_cm2 * 1e-4)

# ---------------- elastic tunnelling as the only cause of lifetimes ----------


def decay_per_nm(barrier_eV):
    """Decay constant of a wave function under a barrier, 1/nm."""
    return 1e-9 * np.sqrt(2 * tunnel_mass * const.m_e * barrier_eV * q) / const.hbar


grid = np.linspace(-2.0, 2.0, 1601)
step = grid[1] - grid[0]
kinetic = const.hbar ** 2 / (2 * tunnel_mass * const.m_e) / q * 1e18   # eV nm^2
well = np.where(np.abs(grid) < 0.3, -6.0, 0.0)
energy, state = eigh_tridiagonal(2 * kinetic / step ** 2 + well,
                                 np.full(grid.size - 1, -kinetic / step ** 2),
                                 select='i', select_range=(0, 0))
i_a, i_b = np.argmin(abs(grid - 0.6)), np.argmin(abs(grid - 1.0))
fall = -np.log((state[i_b, 0] / state[i_a, 0]) ** 2)
assert abs(fall / (2 * decay_per_nm(-energy[0]) * (grid[i_b] - grid[i_a])) - 1) < 2e-3
tunnel_longest = attempt_time * np.exp(decay_per_nm(tunnel_barrier_eV) * oxide_nm)
assert tunnel_longest < t_first

# ---------------- printed numbers ----------------
print(f"oxide thickness {oxide_nm:.1f} nm, rel. permittivity {relative_permittivity}")
print(f"filled traps {traps_per_cm2:.1e} cm^-2, temperature {temperature:.0f} K")
print(f"lifetimes {tau_min:.0e} to {tau_max:.0e} s = {decades:.1f} decades")
print(f"reading window {t_first:.0e} to {t_last:.0e} s")
print(f"oxide capacitance {cap * 100:.3f} uF/cm^2")
print(f"shift at end of stress V0 {V0:.2f} mV")
print(f"density G {G:.4f} mV per unit ln(tau)")
print(f"slope G ln10 {G * LN10:.3f} mV/decade")
for t, v, l in zip(times, curve, log_law):
    print(f"t = {t:.0e} s: V = {v:.3f} mV, log law {l:.3f} mV")
print(f"log-law error at last reading {error[-1]:.4f} mV")
print(f"log law reaches zero at {tau_max * np.exp(-EULER):.2e} s")
print(f"lost before a reading at 1 ms {V0 - recovery(1e-3):.2f} mV")
print(f"slope within 5 % of G over {straight_decades:.2f} decades")
print(f"decades lost at the two ends {edge_loss:.3f}")
print(f"kernel full width at half maximum {kernel_width:.3f} decades")
print(f"kernel standard deviation {np.sqrt(variance) / LN10:.3f} decades")
print(f"typical lifetime seen at time t: {np.exp(-mean):.3f} t")
print(f"one lifetime per decade: slope ripple +-{100 * ripple_slope:.1f} %")
print(f"one lifetime per decade: voltage ripple +-{ripple_mV:.3f} mV")
print(f"tilted density (x10 over range): exponent {tilt:.4f}")
print(f"tilted density: slope last/first reading {tilt_ratio:.2f}")
print(f"kT at {temperature:.0f} K {kT:.5f} eV, attempt time {attempt_time:.0e} s")
print(f"barriers {E_low:.3f} to {E_high:.3f} eV")
print(f"sampled slope at {temperature:.0f} K {mc_hot:.3f} mV/decade")
print(f"slope at {temperature_use:.0f} K, same traps {slope_use:.3f} mV/decade")
print(f"sampled slope at {temperature_use:.0f} K {mc_use:.3f} mV/decade")
print(f"Gaussian barriers, sigma {gauss_sigma_eV:.2f} eV = {u_sigma / LN10:.2f} decades")
print("  slope first/centre/last reading "
      + " / ".join(f"{s:.2f}" for s in gauss_slopes) + " mV/decade")
print(f"90-10 % recovery, one lifetime {width_single:.2f} decades")
print(f"90-10 % recovery, flat density {width_flat:.2f} decades")
print(f"trap depth {depth_nm:.1f} nm, feedback field {feedback_field:.3f} MV/cm")
print(f"feedback barrier rise {feedback_eV:.4f} eV = {rise:.3f} kT")
print(f"90-10 % recovery, one lifetime + feedback {width_feedback:.2f} decades")
print(f"barrier rise needed to imitate flat density {rise_needed * kT:.2f} eV")
print(f"fields: stress {field_stress:.0f}, recovery {field_recovery:.0f} MV/cm")
print(f"rough breakdown field {field_breakdown:.0f} MV/cm; shares "
      f"{field_stress / field_breakdown:.1f} and {field_recovery / field_breakdown:.1f}")
print(f"swept level range {level_window:.2f} eV")
print(f"recapture lowers slope by {100 * refilled:.1f} %")
print(f"trap depth lowers whole shift by {100 * (1 - depth_factor):.0f} %")
print(f"large device 10 x 1 um: {n_large:.0f} traps, {n_large / decades:.0f} per decade")
print(f"  scatter of loss per decade {100 * noise_large:.1f} %")
print(f"small device 100 x 50 nm: {n_small:.0f} traps, {n_small / decades:.2f} per decade")
print(f"  scatter of loss per decade {100 * noise_small:.0f} %")
print(f"  mean step per trap {step_small_mV:.2f} mV")
print(f"tunnelling: mass {tunnel_mass} m_e, barrier {tunnel_barrier_eV} eV")
print(f"longest lifetime by tunnelling alone {tunnel_longest:.1e} s")
print("every check passed")
```

Running it gives:

```
oxide thickness 2.0 nm, rel. permittivity 3.9
filled traps 5.0e+11 cm^-2, temperature 398 K
lifetimes 1e-07 to 1e+05 s = 12.0 decades
reading window 1e-05 to 1e+03 s
oxide capacitance 1.727 uF/cm^2
shift at end of stress V0 46.40 mV
density G 1.6792 mV per unit ln(tau)
slope G ln10 3.866 mV/decade
t = 1e-05 s: V = 37.696 mV, log law 37.696 mV
t = 1e-03 s: V = 29.963 mV, log law 29.963 mV
t = 1e-01 s: V = 22.230 mV, log law 22.230 mV
t = 1e+01 s: V = 14.497 mV, log law 14.497 mV
t = 1e+03 s: V = 6.780 mV, log law 6.764 mV
log-law error at last reading 0.0168 mV
log law reaches zero at 5.61e+04 s
lost before a reading at 1 ms 16.44 mV
slope within 5 % of G over 10.23 decades
decades lost at the two ends 1.766
kernel full width at half maximum 1.062 decades
kernel standard deviation 0.557 decades
typical lifetime seen at time t: 1.781 t
one lifetime per decade: slope ripple +-11.4 %
one lifetime per decade: voltage ripple +-0.070 mV
tilted density (x10 over range): exponent 0.0833
tilted density: slope last/first reading 4.57
kT at 398 K 0.03430 eV, attempt time 1e-13 s
barriers 0.474 to 1.421 eV
sampled slope at 398 K 3.868 mV/decade
slope at 300 K, same traps 2.914 mV/decade
sampled slope at 300 K 2.914 mV/decade
Gaussian barriers, sigma 0.30 eV = 3.80 decades
  slope first/centre/last reading 2.99 / 4.81 / 2.61 mV/decade
90-10 % recovery, one lifetime 1.34 decades
90-10 % recovery, flat density 9.62 decades
trap depth 0.5 nm, feedback field 0.232 MV/cm
feedback barrier rise 0.0116 eV = 0.338 kT
90-10 % recovery, one lifetime + feedback 1.42 decades
barrier rise needed to imitate flat density 0.86 eV
fields: stress 8, recovery 2 MV/cm
rough breakdown field 10 MV/cm; shares 0.8 and 0.2
swept level range 0.30 eV
recapture lowers slope by 7.9 %
trap depth lowers whole shift by 25 %
large device 10 x 1 um: 50000 traps, 4167 per decade
  scatter of loss per decade 2.2 %
small device 100 x 50 nm: 25 traps, 2.08 per decade
  scatter of loss per decade 98 %
  mean step per trap 1.86 mV
tunnelling: mass 0.4 m_e, barrier 4.5 eV
longest lifetime by tunnelling alone 9.3e-08 s
every check passed
```
